\section*{Cyclotron radius in copper compared with the width of metal lines}

\section{Problem}

Copper is described by a spherical Fermi surface of radius $k_F=13.6\ \mathrm{nm^{-1}}$. A uniform, constant magnetic flux density $B=10\ \mathrm{T}$ is applied.

\begin{enumerate}
\item Find the radius of the orbit of a conduction electron at the Fermi surface that moves perpendicular to the field. Does the effective mass matter?
\item Compare the radius with line widths of 20 nm and 100 nm.
\item For a gold line 20 nm wide at 300 K in the same field, find how far an electron is bent between collisions, and decide when a large ratio of radius to width permits the bending to be neglected.
\end{enumerate}

The electron has charge $-e$ with $e>0$, and the field points along $z$. Between collisions the motion is semiclassical. Electric fields are left out at first and sized at the end.

\section{First estimate by scaling}

An electron of speed $v$ moving across the field feels a force of magnitude $evB$. Its crystal momentum is $\hbar k_F$. The direction of motion changes appreciably once the force has acted for a time $t$ such that
\begin{equation}
evB\,t\sim\hbar k_F .
\end{equation}
In this time the electron covers the distance
\begin{equation}
\ell=vt\sim\frac{\hbar k_F}{eB}.
\end{equation}
The speed has dropped out: a faster electron feels a larger force, but has less time per unit of path. The orbit size should be of order $\ell$, with a numerical factor that this argument cannot supply.

With each input rounded to one figure,
\begin{equation}
\ell\sim\frac{(1\times10^{-34}\ \mathrm{J\,s})(1\times10^{10}\ \mathrm{m^{-1}})}{(2\times10^{-19}\ \mathrm{C})(10\ \mathrm{T})}
=5\times10^{-7}\ \mathrm{m}.
\end{equation}
The orbit is thus expected to be some hundreds of nanometres in size or more, well above a width of 20 nm.

\section{Exact solution of the semiclassical model}

\subsection{The path in space follows the path in $k$-space}

For a band energy $\varepsilon(\mathbf k)$ the equations of motion are
\begin{equation}
\frac{d\mathbf r}{dt}=\mathbf v=\frac1\hbar\nabla_{\mathbf k}\varepsilon,
\qquad
\hbar\frac{d\mathbf k}{dt}=-e\,\mathbf v\times\mathbf B .
\label{eq:motion}
\end{equation}
The energy is conserved, because the force is perpendicular to the velocity:
\begin{equation}
\frac{d\varepsilon}{dt}=\nabla_{\mathbf k}\varepsilon\cdot\frac{d\mathbf k}{dt}
=\hbar\mathbf v\cdot\left(-\frac e\hbar\,\mathbf v\times\mathbf B\right)=0 .
\end{equation}
The component $k_z$ is conserved too, since $\mathbf v\times\mathbf B$ has no component along $\mathbf B$.

With $\mathbf B=B\hat{\mathbf z}$ one has $\mathbf v\times\mathbf B=B(v_y,-v_x,0)$. The second equation in \eqref{eq:motion} becomes
\begin{equation}
\frac{dk_x}{dt}=-\frac{eB}{\hbar}\frac{dy}{dt},\qquad
\frac{dk_y}{dt}=+\frac{eB}{\hbar}\frac{dx}{dt}.
\end{equation}
As $B$ is uniform and constant, both equations integrate at once. With the subscript 0 for starting values,
\begin{equation}
x-x_0=\frac{\hbar}{eB}(k_y-k_{y0}),\qquad
y-y_0=-\frac{\hbar}{eB}(k_x-k_{x0}).
\label{eq:map}
\end{equation}
The path projected on the $xy$ plane is therefore the $k$-space orbit turned by 90 degrees and multiplied by $\hbar/(eB)$. No band shape has been assumed so far.

\subsection{The circle}

Collect the constants of \eqref{eq:map} into the point
\begin{equation}
X=x_0-\frac{\hbar k_{y0}}{eB},\qquad Y=y_0+\frac{\hbar k_{x0}}{eB}.
\end{equation}
Then $x-X=\hbar k_y/(eB)$ and $y-Y=-\hbar k_x/(eB)$. Squaring and adding gives
\begin{equation}
(x-X)^2+(y-Y)^2=\left(\frac{\hbar}{eB}\right)^2(k_x^2+k_y^2).
\end{equation}
On a spherical energy surface $k_x^2+k_y^2+k_z^2=k_F^2$. Since $k_z$ is constant, so is $k_\perp=\sqrt{k_x^2+k_y^2}$, and the projected path is a circle of radius $\hbar k_\perp/(eB)$. An electron moving perpendicular to the field has $k_z=0$ and $k_\perp=k_F$, so that
\begin{equation}
\boxed{\,r=\frac{\hbar k_F}{eB}\,}
\label{eq:r}
\end{equation}
This is the largest radius on the sphere. An electron whose wavevector makes an angle $\theta$ with the field has radius $r\sin\theta$ and also advances along the field, so it follows a helix.

\subsection{Where the mass enters}

Let $u$ be the speed on the spherical Fermi surface, where $\mathbf v=u\,\mathbf k/k_F$. Inserting this in \eqref{eq:motion} gives
\begin{equation}
\frac{dk_x}{dt}=-\omega k_y,\qquad \frac{dk_y}{dt}=\omega k_x,\qquad
\omega=\frac{eBu}{\hbar k_F}=\frac{eB}{m_c},\qquad m_c=\frac{\hbar k_F}{u}.
\end{equation}
The mass $m_c$ sets the turning rate $\omega$. For motion across the field the radius is $u/\omega=\hbar k_F/(eB)$, from which the mass has cancelled.

A numerical integration of \eqref{eq:motion} shows the same for two spherical bands with equal $k_F$. One is parabolic. In the other the energy is proportional to $\sqrt{1+(k/k_F)^2}-1$, scaled so that the two agree at small $k$; its speed at $k_F$ is lower by the factor $1/\sqrt2$. The second band turns at 0.7071 times the rate of the first, while both radii are 895.2 nm.

\subsection{Numbers for copper}

From \eqref{eq:r},
\begin{equation}
r=\frac{(1.054572\times10^{-34}\ \mathrm{J\,s})(1.36\times10^{10}\ \mathrm{m^{-1}})}
{(1.602177\times10^{-19}\ \mathrm{C})(10\ \mathrm{T})}
=8.95\times10^{-7}\ \mathrm{m},
\end{equation}
which is 895 nm, or about 0.9 $\mu$m. The radius is 44.8 times a width of 20 nm and 8.95 times a width of 100 nm. A full circle needs a width of at least $2r$, so neither line can hold one in the plane of its width.

\section{Comparison of the two results}

The scaling estimate has the same dependence on $k_F$ and $B$ as the exact result, and the missing factor turns out to be one. The reason is geometrical: on a circle a path of length $r$ turns the velocity by one radian, which is a natural meaning of ``appreciably''. Had the estimate asked instead for a reversal of the momentum, setting $evB\,t=2\hbar k_F$ at constant speed would have given a path $2\hbar k_F/(eB)=2r$. The true path is the half circle $\pi r$, because the force turns with the velocity and part of it acts sideways to the required change.

The numerical estimate, 500 nm, is lower than 895 nm by a factor of 1.8. This comes entirely from rounding the inputs: restoring $\hbar$, $k_F$ and $e$ multiplies it by $1.05\times1.36\times1.25=1.8$. The conclusion for the 20 nm line is the same either way.

\section{Bending inside a gold line}

\subsection{Geometry}

Let the line run along $x$, have width $w$ along $y$, and let the field point along its thickness. An electron starts along $x$ with $k_z=0$. After a path $s$ it has turned by $s/r$ and moved sideways by
\begin{equation}
\delta=r\left(1-\cos\frac sr\right)\simeq\frac{s^2}{2r}\qquad(s\ll r).
\label{eq:delta}
\end{equation}

If it leaves one wall tangentially and bends into the metal, it reaches the other wall when $r(1-\cos\phi)=w$, where $\phi$ is the angle turned. Then $\cos\phi=1-w/r$, and the distance covered along the line is
\begin{equation}
L=r\sin\phi=r\sqrt{1-\left(1-\frac wr\right)^2}=\sqrt{2rw-w^2}.
\label{eq:graze}
\end{equation}
For $w\ll r$ this is close to $\sqrt{2rw}$, which lies between $w$ and $r$. For motion perpendicular to the field, a grazing crossing from wall to wall is thus limited to a length much shorter than the radius.

\subsection{Numbers}

Rough typical inputs are a lattice parameter $a=0.408$ nm and a mean free path $\lambda=38$ nm at 300 K. Gold has four atoms per cubic cell and, in this model, one conduction electron per atom:
\begin{equation}
n=\frac4{a^3}=\frac4{(0.408\ \mathrm{nm})^3}=58.9\ \mathrm{nm^{-3}}.
\end{equation}
Each allowed wavevector occupies $(2\pi)^3$ per unit volume of metal and holds two electrons. Filling a sphere gives
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}=12.04\ \mathrm{nm^{-1}}.
\end{equation}
Equation \eqref{eq:r} then gives $r=792$ nm, which is 39.6 line widths. Over one mean free path,
\begin{equation}
\frac\lambda r=\frac{38}{792}=0.048\ \mathrm{rad},\qquad
\delta\simeq\frac{(38\ \mathrm{nm})^2}{2(792\ \mathrm{nm})}=0.91\ \mathrm{nm}.
\end{equation}
For a path of exactly this length the sideways shift is under 5\% of the width. If collisions occur at random, the mean of $s^2$ is $2\lambda^2$, so the mean shift is about $\lambda^2/r=1.8$ nm, or 9\% of the width. The mean angle turned is still only 0.048 rad, so a typical path between collisions is nearly straight.

The grazing distance from \eqref{eq:graze} is
\begin{equation}
L=\sqrt{2(792)(20)-20^2}\ \mathrm{nm}=177\ \mathrm{nm},
\end{equation}
or 4.7 mean free paths. If collisions occur at random along the path, a fraction of about $e^{-4.7}\approx0.01$ of the grazing electrons gets that far. In a cleaner or colder line with $\lambda$ comparable to 177 nm, the field would reshape grazing paths although $r$ is still 40 times $w$. A large ratio $r/w$ therefore permits the bending to be neglected for crossings of the line, grazing ones included, when also $\lambda\ll\sqrt{2rw}$. The exception is an electron that leaves a wall at an angle below $\lambda/(2r)=0.024$ rad and is bent back towards it. It can meet the same wall again within one mean free path, since the path between the two contacts is about $2r$ times the angle. Such directions are a small share of all. The classical picture is also not reliable for them: the hop rises at most $\lambda^2/(8r)=0.23$ nm from the wall, less than the Fermi wavelength $2\pi/k_F=0.52$ nm.

For a full circle to fit, $2r\le w$, hence
\begin{equation}
B\ge\frac{2\hbar k_F}{ew}=792\ \mathrm{T}.
\end{equation}
This is an extrapolation of the model that shows how far 10 T is from that regime.

Some electrons do have small orbits at 10 T. The radius $r\sin\theta$ is below $w$ in two caps of the Fermi sphere, around the field direction and its opposite. Their share of the surface is
\begin{equation}
1-\cos\theta_c=1-\sqrt{1-\left(\frac wr\right)^2}=3.2\times10^{-4},\qquad \sin\theta_c=\frac wr .
\end{equation}
These electrons move almost along the field. In one turn they advance by $2\pi r\cos\theta\approx5000$ nm, far more than the mean free path, so they do not complete a turn either.

\section{The model beside real lines}

The assumption that real copper and gold break most clearly is the spherical Fermi surface. In both metals the surface touches the hexagonal faces of the Brillouin zone. For gold the centre of such a face lies at 1.108 times the free-electron $k_F$, so the surface, which meets the face in a ring around that centre, reaches at least 11\% beyond the sphere there. Around the contacts it forms necks, with a radius of roughly $0.2\,k_F$. By \eqref{eq:map}, an orbit around a neck has a radius of roughly 160 nm at 10 T, when the field lies along the neck axis. This is about one fifth of the value for the sphere and about 8 line widths, but that ratio alone does not make the bending negligible. If the same $\lambda=38$ nm holds on the neck, the electron turns by 0.24 rad and shifts by 23\% of the width per mean free path, and \eqref{eq:graze} gives 77 nm, only two mean free paths. The condition $\lambda\ll\sqrt{2rw}$ is then not well met on these orbits. For some field directions there are open orbits, which do not close and have no single radius.

The chosen mean free path is that of a good bulk metal. A narrow line also scatters electrons at its walls and grain boundaries. For the rough resistivity of 5 $\mu\Omega\,$cm assumed here, the free-electron relation $\rho=\hbar k_F/(ne^2\lambda)$ gives an effective path of about 17 nm. The angle turned per path is then less than half of 0.048 rad.

Four other neglected effects are sized here for this line, with the free-electron mass where a mass is needed:
\begin{itemize}
\item The Landau level spacing $\hbar eB/m$ is 1.16 meV. It is hidden by the thermal energy of 25.9 meV and the collision broadening $\hbar u/\lambda$, which is 24.1 meV for $\lambda=38$ nm and about 55 meV for the effective path of 17 nm.
\item An energy $k_BT$ above the Fermi energy of 5.52 eV changes the radius by the fraction $k_BT/(2\varepsilon_F)=0.0023$, because $k\propto\sqrt\varepsilon$.
\item At a current density of 1 MA/cm$^2$ the driving field is 5 V/cm and the Hall field 0.106 V/cm, against $uB=1.39\times10^5$ V/cm. With both fields included, the extent of the integrated path over two turns changes by a fraction of $1.7\times10^{-4}$. Nearly all of this is a slow drift of the orbit's centre. For any starting direction perpendicular to the magnetic field, the radius itself changes by a fraction of at most about $5/(1.39\times10^5)=3.6\times10^{-5}$, the ratio of the electric field to $uB$.
\item Confinement across the width makes the transverse wavevector change in steps of $\pi/w$, which is 1.3\% of $k_F$. The classical path describes the centre of a wave packet. A minimum-uncertainty packet that is not converging at the start has an rms width of at least $\sqrt{\lambda/k_F}=1.8$ nm after one mean free path. For such a packet the shift of 0.91 nm is a shift of the mean position, smaller than the packet's own width.
\end{itemize}
The spread of orbit sizes over the real Fermi surface thus outweighs all of these corrections to the radius. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Reduced Planck constant: 1.054572e-34 J s
Elementary charge: 1.602177e-19 C
COPPER
Fermi wavevector: 13.6 1/nm
Magnetic flux density: 10 T
Cyclotron radius, formula: 895.2 nm
Cyclotron radius, converted: 0.895 um
Radius from trajectory, parabolic band: 895.2 nm
Radius from trajectory, flattened band: 895.2 nm
Turning rate, flattened over parabolic: 0.7071
Radius for start 30 degrees from field: 447.6 nm
Radius over 20 nm width: 44.8
Radius over 100 nm width: 8.95
GOLD LINE (rough typical inputs)
Lattice parameter: 0.408 nm
Line width: 20 nm
Mean free path: 38 nm
Temperature: 300 K
Resistivity: 5 uohm cm
Current density: 1 MA/cm2
Electron density: 58.9 1/nm3
Fermi wavevector: 12.04 1/nm
Cyclotron radius: 792.3 nm
Radius over width: 39.6
Angle turned per free path: 0.048 rad
Sideways shift per free path: 0.911 nm
Grazing wall-to-wall distance along line: 177 nm
Field for full circle to fit: 792 T
Fermi-surface fraction with radius below width: 0.000319
NEGLECTED EFFECTS, GOLD LINE
Zone-face distance over kF: 1.108
Neck radius over kF, rough input: 0.2
Neck orbit radius: 158 nm
Neck orbit radius over width: 7.9
Fermi energy: 5.52 eV
Landau level spacing: 1.16 meV
Thermal energy: 25.9 meV
Collision broadening: 24.1 meV
Relative thermal spread of radius: 0.0023
Fermi speed: 1.39e+06 m/s
Fermi speed times B: 1.39e+05 V/cm
Drive field: 5 V/cm
Hall field: 0.106 V/cm
Relative orbit-size change by both fields: 0.00017
Confinement step pi/w over kF: 0.013
\end{verbatim}
